# Franz two-band tunnelling exponent of a triangular barrier and its Fowler-Nordheim limit

Someone who measures the slope of a Fowler-Nordheim plot and wants the barrier height must decide which mass to put into the exponent, and whether the parabolic formula may be used at all. For a dielectric with a 9 eV gap, a 3.6 eV barrier and a band-edge mass of 0.55 electron masses, the model below gives a slope of 301 MV/cm. Reading that slope with the parabolic formula and the same mass gives a barrier of 3.28 eV, which is 0.32 eV too low. The theorem gives the correction and shows when it disappears.

## Setting and assumptions

The elementary charge $q$ is positive and $F$ is the magnitude of the field in the film. The cathode interface is at $x=0$, and electrons are pushed towards positive $x$ with force $qF$. An electron of energy $E$ enters the gap at a depth $\phi$ below the conduction edge $E_c$. Its depth further in is

$$\varepsilon(x)=E_c(x)-E=\phi-qFx .\tag{1}$$

The depth vanishes at the turning point $x_t=\phi/(qF)$. For an electron at the cathode Fermi level, $\phi$ is the barrier height.

The assumptions are these.

1. The dielectric has one conduction and one valence band, with equal band-edge masses $m$ and gap $E_g$, and $0<\phi<E_g$.
2. The transverse momentum is zero, the interface is sharp, and there is no image force or trapped charge.
3. The film is thick enough to hold the whole triangle, $qFd\ge\phi$, and no wave returns from the anode.
4. The electrode is described by the same two bands, shifted so that the electron propagates there with kinetic energy $K>0$ above the conduction edge.

## Theorem

Let $u=\phi/E_g$. At fixed $\phi$, $E_g$, $m$ and $K$, the transmission probability $T$ satisfies $F(-\ln T)\to FS$ as $F\to0$, where

$$S=\frac{4\sqrt{2m}\,\phi^{3/2}}{3\hbar qF}\,G(u),\tag{2}$$

$$G(u)=\frac{3}{8u^{3/2}}\left[\arcsin\sqrt u-(1-2u)\sqrt{u(1-u)}\right].\tag{3}$$

If $E_g\to\infty$ at fixed $m$, $\phi$ and $F$, then $G\to1$ and $S$ tends to the parabolic Fowler-Nordheim exponent

$$S_0=\frac{4\sqrt{2m}\,\phi^{3/2}}{3\hbar qF}.\tag{4}$$

The product $FS$ does not depend on $F$, so the first statement says that $S$ is the leading part of $-\ln T$ at low field. The prefactor of $T$ is not part of the claim. In this limit the film must be made thicker as $F$ falls, so that assumption 3 continues to hold.

## Lemma 1: the Franz dispersion

**In the gap, the two-band model gives**

$$\hbar^2\kappa^2=2m\,\varepsilon\left(1-\frac{\varepsilon}{E_g}\right).\tag{5}$$

*Proof.* Measure energy from midgap and take

$$H=\begin{pmatrix}E_g/2&\hbar vk\\ \hbar vk&-E_g/2\end{pmatrix},$$

where $v$ is the interband velocity. The eigenvalues obey $E^2=E_g^2/4+\hbar^2v^2k^2$. Near $k=0$ the upper one is

$$E=\frac{E_g}{2}\sqrt{1+\frac{4\hbar^2v^2k^2}{E_g^2}}\approx\frac{E_g}{2}+\frac{\hbar^2v^2k^2}{E_g}.$$

Equating the last term to $\hbar^2k^2/(2m)$ gives $m=E_g/(2v^2)$. The lower band has the opposite curvature, hence the same mass for holes.

In the gap put $k=i\kappa$ and $E=E_g/2-\varepsilon$. Then

$$\hbar^2v^2\kappa^2=\frac{E_g^2}{4}-\left(\frac{E_g}{2}-\varepsilon\right)^2=\varepsilon(E_g-\varepsilon).\tag{6}$$

Dividing by $v^2=E_g/(2m)$ gives (5). ∎

The decay constant vanishes at both band edges and is largest at midgap. A parabolic band has $\hbar^2\kappa_0^2=2m\varepsilon$, which keeps growing with depth. The ratio $\kappa/\kappa_0=\sqrt{1-\varepsilon/E_g}$ is below one because the valence band also shapes the evanescent state.

## Lemma 2: the exponent is an integral of the decay constant

**At leading order in small $F$,**

$$S=2\int_0^{x_t}\kappa\,dx=\frac{2}{qF}\int_0^{\phi}\kappa(\varepsilon)\,d\varepsilon .\tag{7}$$

*Proof.* With the field present, replace $k$ by $-i\,d/dx$. The two rows of the wave equation are

$$\varepsilon\psi_1-i\hbar v\psi_2'=0,\qquad -i\hbar v\psi_1'-(E_g-\varepsilon)\psi_2=0 .$$

Solving for the derivatives gives $\psi'=M\psi$ with

$$M=\frac{i}{\hbar v}\begin{pmatrix}0&E_g-\varepsilon\\-\varepsilon&0\end{pmatrix},\qquad M^2=\frac{\varepsilon(E_g-\varepsilon)}{\hbar^2v^2}\,\mathbf 1=\kappa^2\,\mathbf 1 .$$

The local eigenvalues of $M$ are therefore $\pm\kappa$.

Let $f=qF$ and $z=fx$. The matrix depends on position through $z$ alone, and $f\,d\psi/dz=M(z)\psi$. Insert $\psi=e^{\theta(z)/f}(a_0+fa_1+\dots)$. The terms of order $f^0$ and $f^1$ are

$$Ma_0=\theta'a_0,\qquad (M-\theta')a_1=a_0' .$$

The first equation gives $\theta'=\pm\kappa$ and $a_0=c(z)e(z)$, where $e$ is the eigenvector. Multiplying the second by the left eigenvector $l$ removes its left side, so $c'/c=-(l\cdot e')/(l\cdot e)$. The denominator is nonzero because the eigenvalues differ while $\kappa\ne0$. Thus $c$ is finite, nonzero and independent of $F$, and the field enters the exponent as $\pm\int\kappa\,dx$.

This expansion fails at $x_t$, where $\kappa=0$. There $\varepsilon\ll E_g$, so $\psi_1'\approx iE_g\psi_2/(\hbar v)$. Differentiating and using $\psi_2'=-i\varepsilon\psi_1/(\hbar v)$,

$$\psi_1''\approx\frac{E_g\varepsilon}{\hbar^2v^2}\psi_1=\frac{2m\varepsilon}{\hbar^2}\psi_1 .$$

With $\varepsilon=qF(x_t-x)$, $\xi=(x_t-x)/\ell$ and $\ell=[\hbar^2/(2mqF)]^{1/3}$, this is the Airy equation $d^2\psi_1/d\xi^2=\xi\psi_1$. The outgoing solution is $\mathrm{Bi}(\xi)+i\,\mathrm{Ai}(\xi)$: for $\xi=-s$ with large $s$ it behaves as $s^{-1/4}\exp[i(\tfrac23s^{3/2}+\tfrac{\pi}{4})]$, whose phase grows with $x$. Under the barrier $\mathrm{Bi}$ grows towards the cathode, and its coefficient is one. The outgoing wave therefore joins the solution that grows by $\exp(\int_0^{x_t}\kappa\,dx)$ on the way back to $x=0$. The joining introduces powers of $F$, but no further exponential.

At the interface this solution varies as $\psi'=-\kappa\psi$. The first row of $M$ then gives

$$\psi_2=\frac{i\hbar v\kappa}{E_g-\varepsilon}\psi_1=i\rho\,\psi_1,\qquad \rho=\sqrt{\frac{\phi}{E_g-\phi}} .$$

In the electrode a wave moving right has $\psi_2=r\psi_1$ and a wave moving left has $\psi_2=-r\psi_1$, with $r=\sqrt{K/(K+E_g)}$. Both components are continuous, so the incident amplitude is

$$a=\frac12\left(\psi_1+\frac{\psi_2}{r}\right)=\frac{\psi_1}{2}\left(1+\frac{i\rho}{r}\right).$$

It cannot vanish, since $\rho/r$ is real. The incident flux is proportional to $|a|^2$, hence to $\exp(2\int\kappa\,dx)$ times at most a power of $F$. The transmitted flux also contributes at most a power of $F$. Therefore $-\ln T=2\int_0^{x_t}\kappa\,dx+O(\ln(1/F))$, and multiplication by $F$ removes the correction in the limit.

Finally, (1) gives $dx=-d\varepsilon/(qF)$. The limits $x=0$ and $x=x_t$ become $\phi$ and $0$; exchanging them absorbs the minus sign and gives (7). ∎

The last integral in (7) contains no field. The exponent is therefore proportional to $1/F$ although the band is not parabolic, and a straight Fowler-Nordheim plot is no evidence for a parabolic band.

If the film is too thin for assumption 3, the electron leaves at depth $\phi-qFd$, which replaces the lower limit $0$ in (7). The integral then depends on $F$, and (2) no longer applies.

## Lemma 3: the integral in closed form

**With $u=\phi/E_g$,**

$$\int_0^u\sqrt{s(1-s)}\,ds=\frac14\left[\arcsin\sqrt u-(1-2u)\sqrt{u(1-u)}\right].\tag{8}$$

*Proof.* Put $s=\sin^2\theta$, so that $ds=2\sin\theta\cos\theta\,d\theta$ and $\sqrt{s(1-s)}=\sin\theta\cos\theta$. With $\Theta=\arcsin\sqrt u$ the integral is

$$\int_0^\Theta2\sin^2\theta\cos^2\theta\,d\theta=\frac12\int_0^\Theta\sin^22\theta\,d\theta=\frac{\Theta}{4}-\frac{\sin4\Theta}{16}.$$

Here $\sin4\Theta=2\sin2\Theta\cos2\Theta=4\sin\Theta\cos\Theta(1-2\sin^2\Theta)=4\sqrt{u(1-u)}\,(1-2u)$. Substitution gives (8). ∎

## Proof of the theorem

Insert (5) into (7) and set $\varepsilon=E_gs$. The root contributes $\sqrt{E_g}$ and the differential contributes $E_g$:

$$S=\frac{2\sqrt{2m}}{\hbar qF}E_g^{3/2}\int_0^u\sqrt{s(1-s)}\,ds .$$

Since $E_g^{3/2}=\phi^{3/2}/u^{3/2}$, division by (4) gives

$$G(u)=\frac{S}{S_0}=\frac{3}{2u^{3/2}}\int_0^u\sqrt s\,\sqrt{1-s}\,ds .\tag{9}$$

With (8) the numerical factor is $\tfrac32\cdot\tfrac14=\tfrac38$, which is (3).

For the limit, note that $\frac{3}{2u^{3/2}}\int_0^u\sqrt s\,ds=1$. Thus $G$ is the average of $\sqrt{1-s}$ over $0\le s\le u$ with weight $\sqrt s$. For $0\le s\le1$,

$$1-s\le\sqrt{1-s}\le1-\frac s2 .$$

The left inequality holds because a number between zero and one does not exceed its root. The right one follows from $(1-s/2)^2=1-s+s^2/4\ge1-s$. The weighted average of $s$ is

$$\frac{3}{2u^{3/2}}\cdot\frac{2u^{5/2}}{5}=\frac{3u}{5},$$

and so

$$1-\frac{3u}{5}\le G(u)\le1-\frac{3u}{10}.\tag{10}$$

At fixed $\phi$, $u=\phi/E_g\to0$ as $E_g\to\infty$. Both bounds tend to one, hence $G\to1$ and $S\to S_0$. ∎

## Remarks on the limits

**How the limit is approached.** Expand $\sqrt{1-s}=1-s/2-s^2/8-\dots$ in (9). The weighted average of $s^2$ is $3u^2/7$, so

$$G=1-\frac{3u}{10}-\frac{3u^2}{56}-\dots\tag{11}$$

The transmission exceeds its parabolic value by a factor of about $\exp[(1-G)S_0]$, if prefactors are left aside. A small relative change of the exponent thus matters when $S_0$ is large. To keep this factor below $e$ one needs, to first order, $0.3\,u\,S_0<1$. Because $S_0\propto1/F$, the required gap increases as the field falls.

**What is held fixed.** The limit requires a fixed band-edge mass. If the interband velocity $v$ is fixed instead, $m=E_g/(2v^2)$ grows with the gap. Equations (6) and (7) then give, for $E_g\gg\phi$,

$$S\approx\frac{2}{\hbar vqF}\sqrt{E_g}\int_0^\phi\sqrt\varepsilon\,d\varepsilon=\frac{4\sqrt{E_g}\,\phi^{3/2}}{3\hbar vqF},$$

which diverges. Numerical integration at fixed $v$ shows this growth: raising the gap from 900 to 3600 eV multiplies $S$ by 2.002, close to $\sqrt4$.

**The opposite limit.** As $\phi\to E_g$, (3) gives $G\to\frac38\cdot\frac{\pi}{2}=3\pi/16\approx0.589$. Using $\sqrt{2m}=\sqrt{E_g}/v$,

$$S\to\frac{\pi\sqrt{2m}\,E_g^{3/2}}{4\hbar qF}=\frac{\pi E_g^2}{4\hbar vqF}.$$

This is the exponent for crossing the whole gap. The matching in Lemma 2 excludes the endpoint itself, where the interface sits on a second turning point.

**Apparent parameters.** Suppose a slope produced by (2) is read with (4). If $\phi$ is known, the fitted mass satisfies $\sqrt{m_{\rm app}}=\sqrt m\,G$. If $m$ is known, the fitted barrier satisfies $\phi_{\rm app}^{3/2}=\phi^{3/2}G$. Hence

$$m_{\rm app}=mG^2,\qquad \phi_{\rm app}=\phi\,G^{2/3}.\tag{12}$$

One slope cannot separate $m$ from $E_g$. A change of barrier carries more information, because (7) gives $dS/d\phi=2\kappa(\phi)/(qF)$, which samples the dispersion at the cathode.

## Worked example: a metal gate on a wide-gap oxide

Take $\phi=3.6$ eV, $E_g=9$ eV, $m=0.55\,m_e$, $d=6$ nm and $F=8$ MV/cm, so that $qF=0.8$ eV/nm. The film drops 4.8 V, more than the barrier requires, and the tunnelling distance is $3.6/0.8=4.5$ nm. With $\hbar^2/(2m_e)=0.0381$ eV nm²,

$$S_0=\frac{4}{3(0.8)}\sqrt{\frac{0.55}{0.0381}}\,(3.6)^{3/2}=43.25 .$$

For $u=0.4$,

$$G=\frac{3[0.6847-0.2(0.4899)]}{8(0.2530)}=0.870,\qquad S=0.870\,S_0=37.6 .$$

The bounds (10) are 0.76 and 0.88, and the series (11) to second order gives 0.871. The exponents differ by 5.63, so, prefactors aside, the Franz transmission is larger by a factor of about 280. At the cathode the decay constant is 5.58 nm⁻¹ instead of 7.21 nm⁻¹. By (12), the apparent mass is $0.55(0.870)^2=0.416\,m_e$ and the apparent barrier is 3.28 eV.

With mass, barrier and field fixed, the exponent varies with the gap as follows:

| $E_g$ (eV) | $G$ | $S$ |
|---:|---:|---:|
| 4.5 | 0.706 | 30.5 |
| 9 | 0.870 | 37.6 |
| 36 | 0.969 | 41.9 |
| 360 | 0.997 | 43.1 |

Even at 36 eV the exponent is 1.3 below the parabolic one, which is nearly a factor of four in transmission.

The semiclassical step was tested by integrating the full two-band wave equation at 3.5 and 5.0 MV/cm and taking the slope of $-\ln T$ against $1/F$. For the 9 eV gap the slope lies within 0.02 MV/cm of the 300.95 MV/cm given by (2), for electrode energies of both 5 and 10 eV. For gaps of 4.5 and 36 eV the relative differences are below 0.05%. At 8 MV/cm and an electrode energy of 5 eV, the prefactor $Te^S$ is 1.9, small beside the factor of 280.

## What a real gate stack changes

The inputs are rough values for a metal gate on a wide-gap oxide, not a fit to a device. Of the changes computed here, a heavier valence band has the largest effect on the exponent. The general Franz interpolation allows for a valence mass $m_v$ that differs from $m$:

$$\frac1{\kappa^2}=\frac{\hbar^2}{2m\varepsilon}+\frac{\hbar^2}{2m_v(E_g-\varepsilon)} .$$

For $m_v=m$ it reduces to (5). For $m_v\to\infty$ the second term vanishes and the parabolic law returns at a finite gap. With a rough $m_v=5\,m_e$ and the conduction mass held at $0.55\,m_e$, $S$ rises by 4.9 to 42.5, which undoes most of the reduction below $S_0$. The two edge masses do not fix this number: if the same term proportional to $k^2$ is added to both diagonal elements of $H$, with its coefficient and $v$ chosen to give the same two masses, $S$ is 41.3. Also, $m_v$ and $E_g$ must refer to the valence band that couples to the conduction band; a heavy band that does not couple to it leaves the decay constant of that branch unchanged. The factor of 280 therefore belongs to the equal-mass model and is not a prediction for the oxide. A mass fitted with one dispersion should be used with that same dispersion.

The other corrections, each applied alone to the equal-mass result, are these.

- **Image force.** The cathode's image subtracts $A/x$ from the depth, with $A=q^2/(16\pi\epsilon_0\epsilon_r)$. The smallest value of $qFx+A/x$ is $2\sqrt{qFA}$, which lowers the barrier top by 0.72 eV for an optical permittivity of 2.2. With both band edges shifted together, so that the gap stays fixed, the exponent falls by 1.8, raising the transmission about sixfold; if the valence edge is instead raised by $A/x$, as for a hole, it falls by 2.1. The anode's image is left out here; with a metal anode at 6 nm, the images of both electrodes lower the exponent by 2.3.
- **Trapped electrons.** A sheet of $10^{12}$ cm⁻² at mid-film, at fixed voltage and static permittivity 3.9, lowers the cathode field by 0.23 MV/cm and raises the field beyond the sheet equally. The exponent rises by 0.62.
- **Barrier uncertainty.** An increase of 0.1 eV raises $S$ by 1.4, a fourfold loss of transmission.
- **Temperature.** Averaging over the thermal supply of electrons, with fixed bands and an exponent set by the normal energy alone, raises the current over its zero-temperature value by a factor of 1.25 at 300 K and 1.5 at 400 K.

The field is about two thirds of a rough breakdown field of 12 MV/cm, and electrons reach the anode 1.2 eV above the conduction edge if they lose no energy. Charge trapped during a measurement would change the field in the film, as in the estimate above. The spread of transverse momenta has not been sized here.

For extracting a barrier from a slope, these numbers support a conditional rule. By (11) and (12), in the equal-mass model the parabolic reading with the true mass puts the barrier too low by about $0.2\,u\,\phi$ at small $u$, whatever the field (at $u=0.4$ this estimate gives 0.29 eV against the full 0.32 eV). If the valence mass is close to the conduction mass and this error exceeds the accuracy wanted, solve (2) for $\phi$ instead of (4). If the two masses differ clearly, (2) is no longer adequate: in this example with $m_v=m_e$, solving (2) would already put the barrier 0.16 eV too high according to the general interpolation, or 0.14 eV according to the Hamiltonian with the added diagonal term. The interpolation is then the better guide, but it is itself approximate and needs the mass and gap of the valence band that couples to the conduction band. Temperature and the image force also change the slope of a measured current. For the equal-mass example between 7 and 9 MV/cm, ignoring a temperature of 300 K makes the barrier found from (2) about 0.035 eV too low, and ignoring the cathode's image makes it about 0.01 eV too low. The remaining values are in the numerical output.

## Computed results

```
barrier 3.60 eV, gap 9.00 eV, band-edge mass 0.55 m_e
film thickness 6.0 nm, field 8.0 MV/cm
film voltage drop 4.80 V
tunnelling distance 4.50 nm
hbar^2/(2 m_e) = 0.038100 eV nm^2
interband hbar*v = 0.7896 eV nm
mass from numerical band curvature 0.5500 m_e
kappa at cathode: Franz 5.584 1/nm, parabolic 7.209 1/nm
u = barrier/gap = 0.400; G(u) = 0.86973
bounds on G: 0.760 to 0.880
series for G to second order 0.87143
exponent S: Franz 37.619, parabolic 43.254
slope S*F: Franz 301.0 MV/cm, parabolic 346.0 MV/cm
exp(-S): Franz 4.594e-17, parabolic 1.641e-19
transmission factor Franz/parabolic 279.9
apparent parabolic mass 0.4160 m_e
apparent parabolic barrier 3.280 eV
gap sweep at fixed mass, barrier and field:
  gap 3.6 eV: G 0.58905, S 25.478
  gap 4.5 eV: G 0.70601, S 30.538
  gap 6.0 eV: G 0.79401, S 34.344
  gap 9.0 eV: G 0.86973, S 37.619
  gap 18.0 eV: G 0.93767, S 40.558
  gap 36.0 eV: G 0.96944, S 41.932
  gap 360.0 eV: G 0.99699, S 43.124
  gap 3600.0 eV: G 0.99970, S 43.241
fixed velocity: S(gap 3600 eV)/S(gap 900 eV) = 2.0018
worst relative error, closed form vs quadrature 1.3e-15
wave-equation slopes between 3.5 and 5.0 MV/cm:
  gap 4.5 eV, electrode energy 5 eV: wave 244.39, formula 244.30 MV/cm
  gap 9.0 eV, electrode energy 5 eV: wave 300.96, formula 300.95 MV/cm
  gap 9.0 eV, electrode energy 10 eV: wave 300.96, formula 300.95 MV/cm
  gap 36.0 eV, electrode energy 5 eV: wave 335.45, formula 335.46 MV/cm
neglected effects (change of S, or factor on current):
  valence mass 5.0 m_e: S 42.471, change +4.852
  image force, optical permittivity 2.2: top lowered 0.724 eV
  image force: S 35.859, change -1.760
  trapped electrons 1e+12 cm^-2 at mid-film, static permittivity 3.9
  trapped charge: cathode field change -0.232 MV/cm, S change +0.621
  barrier higher by 0.1 eV: S change +1.399
  current relative to 0 K: 1.253 at 300 K, 1.517 at 400 K
  wave prefactor T*exp(S), electrode energy 5 eV: 1.920
  field / rough breakdown field of 12 MV/cm: 0.67
  energy above conduction edge at anode 1.20 eV
```
